# Newton-Raphson SCF and the energy maximum of minimal-basis H2

**Q:** I think of Newton-Raphson SCF as the careful way to minimize the energy. It uses the slope and the curvature, so it should head for the energy minimum from wherever I start. Can we see this on H2?

**A:** We can test it there, because minimal-basis H2 has one orbital angle. Fix the nuclei and use the STO-3G basis, with one contracted function per atom. Their in-phase and out-of-phase combinations are the normalized orbitals $\sigma_g$ and $\sigma_u$. Put both electrons, with opposite spins, in the real orbital

$$\phi=c\,\sigma_g+s\,\sigma_u,\qquad c=\cos\theta,\quad s=\sin\theta .$$

Changing $\theta$ by $180^\circ$ reverses the sign of $\phi$ and leaves the state unchanged. "Minimum" will mean minimum within this family. Electron correlation, different orbitals for the two spins, complex orbitals and larger bases are left out.

**Q:** What is the energy as a function of $\theta$?

**A:** The one-electron operator is

$$\hat h=-\frac{\hbar^2}{2m_e}\nabla^2-\sum_A\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|}.$$

Let $(ij|kl)$ be the Coulomb repulsion, including $e^2/4\pi\varepsilon_0$, between the charge distributions $ij$ and $kl$. With nuclear repulsion $V_n$,

$$E=V_n+2\langle\phi|\hat h|\phi\rangle+(\phi\phi|\phi\phi).$$

Inversion symmetry removes integrals with an odd number of $\sigma_u$ factors. Hence $\langle\phi|\hat h|\phi\rangle=c^2h_g+s^2h_u$. Since $\phi^2=c^2\sigma_g^2+s^2\sigma_u^2+2cs\,\sigma_g\sigma_u$,

$$(\phi\phi|\phi\phi)=c^4J_{gg}+s^4J_{uu}+2c^2s^2J_{gu}+4c^2s^2K_{gu},$$

where $J_{ij}=(ii|jj)$ and $K_{gu}=(gu|gu)$. Now set $z=\cos2\theta$, so that $c^2=(1+z)/2$, $s^2=(1-z)/2$ and $c^2s^2=(1-z^2)/4$:

$$\begin{aligned}E={}&V_n+h_g(1+z)+h_u(1-z)+\tfrac14J_{gg}(1+z)^2\\&+\tfrac14J_{uu}(1-z)^2+\tfrac12(1-z^2)(J_{gu}+2K_{gu}).\end{aligned}$$

Collecting powers of $z$ gives $E=E_0+bz+qz^2$, with

$$b=h_g-h_u+\tfrac12(J_{gg}-J_{uu}),\qquad q=\tfrac14(J_{gg}+J_{uu}-2J_{gu}-4K_{gu}),$$

and $E_0=V_n+h_g+h_u+\tfrac14(J_{gg}+J_{uu})+\tfrac12(J_{gu}+2K_{gu})$.

At a bond length of 74 pm, in aJ,

$$b=-5.4641+2.0712+\tfrac12(2.9418-3.0416)=-3.4428,$$

$$q=\tfrac14[2.9418+3.0416-2(2.8936)-4(0.7900)]=-0.7410 .$$

**Q:** Where are the stationary points?

**A:** Use $dz/d\theta=-2\sin2\theta$ and $2\sin2\theta\cos2\theta=\sin4\theta$. Primes denote derivatives with respect to $\theta$ in radians:

$$E'=-2\sin2\theta\,(b+2q\cos2\theta)=-2b\sin2\theta-2q\sin4\theta,$$

$$E''=-4b\cos2\theta-8q\cos4\theta .$$

The slope vanishes at $0^\circ$ and $90^\circ$. The bracket could vanish too, but that needs $|b|\le2|q|$, and here $3.443>1.482$. The curvatures are

$$E''(0^\circ)=-4b-8q=19.70,\qquad E''(90^\circ)=4b-8q=-7.84\ \mathrm{aJ/rad^2}.$$

So $\sigma_g^2$, at $-4.869$ aJ ($-1.1168$ hartree), is the minimum. The doubly excited $\sigma_u^2$, at $2.017$ aJ ($0.4626$ hartree), is the maximum. The energy zero is all particles separated and at rest. These are minimal-basis values. In the cc-pVTZ basis the two energies are $-1.1330$ and $-0.072$ hartree, and $\sigma_u^2$ is a saddle point with one downhill direction among the real orbital rotations rather than a maximum.

**Q:** But surely the maximum isn't an SCF solution?

**A:** It is. Let $\phi_\perp=d\phi/d\theta=-s\,\sigma_g+c\,\sigma_u$, the empty orbital. The one-electron term contributes $4\langle\phi_\perp|\hat h|\phi\rangle$ to $E'$. The repulsion contributes $4(\phi_\perp\phi|\phi\phi)$, one equal term from each of its four factors $\phi$. The Fock operator is $\hat F=\hat h+2\hat J-\hat K$, and $\hat K\phi=\hat J\phi$ because $\phi$ is the sole occupied orbital. Therefore

$$E'=4\langle\phi_\perp|\hat F|\phi\rangle .$$

When $E'=0$, $\hat F\phi$ has no component along $\phi_\perp$. In this two-function space, $\phi$ is then an eigenfunction of its own Fock operator. Self-consistency in this sense expresses zero slope and carries no information about the sign of the curvature. The occupied orbital need not be the lowest eigenfunction: for $\sigma_u^2$ at 74 pm its orbital energy is $h_u+J_{uu}=0.970$ aJ, above the empty $\sigma_g$ at $h_g+2J_{gu}-K_{gu}=-0.467$ aJ. An SCF cycle that always fills the lowest orbital would leave this state, but the Newton step does not use that rule.

**Q:** Newton's method does know the curvature. Let me start at $60^\circ$ and see it go down.

**A:** The method linearizes the slope and asks for its zero:

$$E'(\theta)+E''(\theta)\,\delta=0\quad\Rightarrow\quad\delta=-\frac{E'}{E''}.$$

At $60^\circ$, $\sin2\theta=0.8660$, $\sin4\theta=-0.8660$, and both cosines are $-0.5$. Thus

$$E'=6.8856(0.8660)+1.4820(-0.8660)=4.680\ \mathrm{aJ/rad},$$

$$E''=13.771(-0.5)+5.928(-0.5)=-9.850\ \mathrm{aJ/rad^2}.$$

The step is $\delta=4.680/9.850=0.4751$ rad, or $27.22^\circ$. The run continues as follows:

| Step | Angle (deg) | Energy (aJ) |
|---|---:|---:|
| 0 | 60.000 | 0.8512 |
| 1 | 87.222 | 2.0077 |
| 2 | 89.989 | 2.0169 |
| 3 | 90.000 | 2.0169 |

**Q:** It climbed to the maximum! Why did the curvature not prevent that?

**A:** The change of energy to first order in the step is

$$E'\delta=-\frac{(E')^2}{E''}.$$

This is downhill for positive curvature and uphill for negative curvature. With $E''<0$, the local parabola opens downward, and the Newton step goes to its top.

**Q:** Perhaps it merely passes through. Is a maximum really attractive?

**A:** Write the iteration as $N(\theta)=\theta-E'/E''$. The quotient rule gives

$$N'=1-\frac{(E'')^2-E'E'''}{(E'')^2}=\frac{E'E'''}{(E'')^2}.$$

At a stationary point with $E''\ne0$, this is zero. By continuity $|N'|<\tfrac12$ nearby, so each step there at least halves the distance. The sign of $E''$ does not matter.

For a small displacement $e$ from such a point, with derivatives evaluated at the point,

$$e_{\rm new}\approx e-\frac{E''e+\frac12E'''e^2}{E''+E'''e}
=\frac{\frac12E'''e^2}{E''+E'''e}\approx\frac{E'''}{2E''}e^2 .$$

The energy is even about $0^\circ$ and about $90^\circ$, so $E'''=0$ there. The next order gives

$$e_{\rm new}\approx e-\frac{E''e+\frac16E''''e^3}{E''+\frac12E''''e^2}\approx\frac{E''''}{3E''}e^3 .$$

Two more derivatives of $E''$ give $E''''=16b\cos2\theta+128q\cos4\theta$, which is $-39.8$ aJ/rad$^4$ at $90^\circ$. After step 1 the distance is $2.778^\circ=0.04848$ rad. The estimate is $[39.8/(3\times7.843)](0.04848)^3=1.93\times10^{-4}$ rad, or $0.0110^\circ$. The run gives $0.0109^\circ$.

**Q:** Is this special to one angle?

**A:** No. For many independent orbital parameters, let $\mathbf g$ be the gradient and $\mathbf H$ the Hessian, both at the current point. If the displacement from a stationary point is $\mathbf e$, a Taylor expansion back to that point gives $\mathbf g=\mathbf H\mathbf e+O(|\mathbf e|^2)$. Hence

$$\mathbf e_{\rm new}=\mathbf e-\mathbf H^{-1}\mathbf g=O(|\mathbf e|^2).$$

This needs a smooth energy and a nonsingular Hessian at the stationary point, so that $\mathbf H^{-1}$ stays bounded nearby. Positive eigenvalues are not needed, so saddle points attract as well. The statement is local: it does not say which stationary point a distant start reaches.

**Q:** Then how close to the H2 minimum must I start? Is positive curvature enough?

**A:** Positive curvature is not enough. Let $c_0$ be $0^\circ$ or $90^\circ$, and start at $c_0+e$ with $e>0$; negative $e$ is the mirror image. Up to the first inflection, $E''$ keeps its sign. Since $E'$ starts from zero, it has that same sign, and $r=E'/E''$ is positive. The new displacement is $e-r$, which is smaller in size than $e$ when $r<2e$. The edge is therefore the first solution of

$$E'(c_0+e)=2e\,E''(c_0+e).$$

There the step leads to $-e$, and by symmetry the next leads back to $e$: a two-step cycle. Inside the edge the distances decrease. Their limit must be a distance that a step leaves unchanged, and inside the edge zero is the only one.

The edge comes before the inflection. The quantity $2eE''-E'$ is approximately $eE''(c_0)$ for small $e$, but equals $-E'$ at the inflection, with the opposite sign. It must cross zero between them.

For the minimum the edge is at $25.17^\circ$. There $E'=6.757$ aJ/rad and $E''=7.691$ aJ/rad$^2$, so $r=0.879$ rad $=50.3^\circ$, twice the displacement. The inflection is at $35.24^\circ$. For the maximum, the corresponding interval runs from $41.83^\circ$ to $90^\circ$, wider than that of the minimum.

**Q:** What happens between $25.17^\circ$ and $41.83^\circ$?

**A:** The outcomes interleave. Near the inflection $E''\to0$ while $E'$ stays finite, so the step length grows without bound. As the start approaches the inflection, the landing point sweeps repeatedly through all angles modulo $180^\circ$ and enters both basins again and again. Some starts with positive curvature therefore end at the maximum.

Of 90000 evenly spaced starts between $0^\circ$ and $90^\circ$, 33.8% reached the minimum and 66.2% the maximum. These shares describe uniformly chosen angles, not the starting guesses of practical calculations.

**Q:** Does stretching the bond help?

**A:** It changes the map. When $|b|<2|q|$, with both negative, $E''(90^\circ)=4b-8q$ is positive, and $\sigma_u^2$ becomes a second local minimum. In this model the change occurs near 119 pm; the length depends strongly on the basis, moving to about 134 pm in 6-31G and 152 pm in cc-pVTZ. At that length $E''(90^\circ)=0$ and the attraction theorem does not apply. The leading terms then give $e_{\rm new}\approx e-(E''''e^3/6)/(E''''e^2/2)=2e/3$, a much slower approach.

Beyond that length the bracket in $E'$ vanishes at $\cos2\theta_*=-b/(2q)$. Substituting $b=-2q\cos2\theta_*$ and $\cos4\theta_*=2\cos^22\theta_*-1$ gives

$$E''(\theta_*)=8q\cos^22\theta_*-16q\cos^22\theta_*+8q=8q\sin^22\theta_*<0,$$

so $\theta_*$ is a maximum. At 200 pm, $b=-0.5286$ aJ and $q=-1.1235$ aJ, hence $\cos2\theta_*=-0.2352$ and $\theta_*=51.80^\circ$. The same set of starts gives:

| End point | Energy (aJ) | Share of starts |
|---|---:|---:|
| $0^\circ$, minimum | −3.417 | 26.1% |
| $51.80^\circ$, maximum | −1.703 | 50.6% |
| $90^\circ$, local minimum | −2.360 | 23.3% |

**Q:** How do I keep the fast convergence without the climbing?

**A:** Minimize the quadratic model within a trust radius $\Delta$:

$$m(p)=E+E'p+\tfrac12E''p^2,\qquad |p|\le\Delta .$$

If $E''>0$ and the Newton step fits, take it. Otherwise the model is lowest at the boundary on the downhill side, $p=-\Delta$ for $E'>0$ and $p=+\Delta$ for $E'<0$. Accept the step if the real energy falls by a sufficient fraction of the predicted decrease; otherwise shrink $\Delta$. At a maximum with $E'=0$, step to either side, since both lower the model.

In the runs here $\Delta$ starts at 0.2 rad, a step is accepted at one tenth of the predicted decrease, and $\Delta$ is doubled, up to 0.4 rad, after a boundary step that achieves more than three quarters of it. From $60^\circ$ at 74 pm, this procedure reaches $0^\circ$ and $-4.869$ aJ in five trial steps. All 360 evenly spaced starts tested at that bond length reach the minimum.

**Q:** So a trust region finds the lowest energy?

**A:** Not necessarily. At 200 pm, 57.5% of the 360 starts reach $0^\circ$; the others end in the higher minimum at $90^\circ$. The share matches the fraction of angles below the dividing maximum, $51.80/90=57.6\%$, within the spacing of the starts. Going downhill selects a minimum, but it does not compare separate valleys. Both end points are minima only among real closed-shell orbitals: at 200 pm the energy of $\sigma_u^2$ falls if the orbital is allowed to be complex, and the energy of both states falls if the two spins get different orbitals. Their energies also depend on the basis, being about $-4.03$ and $-3.04$ aJ in cc-pVTZ. The numerical check checks the energy curve, the basin edges and these runs numerically.

## Table of computed values

```
H2, STO-3G, real closed shell; bond length 74 pm
h_g = -5.4641 aJ
h_u = -2.0712 aJ
J_gg = 2.9418 aJ
J_uu = 3.0416 aJ
J_gu = 2.8936 aJ
K_gu = 0.7900 aJ
nuclear repulsion = 3.1177 aJ
E0 = -0.6849 aJ
b = -3.4428 aJ
q = -0.7410 aJ
E at 0 deg = -4.8688 aJ
E at 90 deg = 2.0169 aJ
E at 0 deg converted = -1.11676 hartree
E at 90 deg converted = 0.46262 hartree
E'' at 0 deg = 19.6994 aJ/rad^2
E'' at 90 deg = -7.8434 aJ/rad^2
inflection angle = 35.236 deg
immediate basin of minimum: 0 to 25.170 deg
immediate basin of maximum: 41.832 to 90 deg
Newton starts per bond length = 90000
share ending at minimum = 33.76 %
share ending at maximum = 66.24 %
starts not converged = 0
Newton step 0: angle 60.000000 deg, E 0.851227 aJ
Newton step 1: angle 87.222031 deg, E 2.007669 aJ
Newton step 2: angle 89.989114 deg, E 2.016897 aJ
Newton step 3: angle 90.000000 deg, E 2.016897 aJ
Newton step 4: angle 90.000000 deg, E 2.016897 aJ
first Newton run: E' at 60 deg = 4.6797 aJ/rad
first Newton run: E'' at 60 deg = -9.8497 aJ/rad^2
trust region from 60 deg: end |angle| 0.00000 deg, 5 trial steps, E -4.868785 aJ
bond length where 90 deg changes type = 119.28 pm
Stretched bond length 200 pm
b = -0.5286 aJ
q = -1.1235 aJ
interior maximum angle = 51.803 deg
0 deg: E -3.4171 aJ, E'' 11.1029 aJ/rad^2
interior maximum: E -1.7028 aJ, E'' -8.4908 aJ/rad^2
90 deg: E -2.3598 aJ, E'' 6.8737 aJ/rad^2
immediate basin of 0 deg: 0 to 18.188 deg
immediate basin of 90 deg: 75.107 to 90 deg
Newton share ending at 0 deg = 26.05 %
Newton share ending at interior maximum = 50.64 %
Newton share ending at 90 deg = 23.31 %
starts not converged = 0
trust-region starts per bond length = 360
trust-region share ending at 0 deg, 74 pm = 100.0 %
trust-region share ending at 0 deg, 200 pm = 57.5 %
```
